# The Lee–Yang circle theorem for clustering and ordering lattice alloys: a numerical check

```python
"""Lee-Yang circle theorem for a binary lattice alloy A/B.
Result under test: if w = e_AB-(e_AA+e_BB)/2 >= 0 for every pair (clustering),
all zeros of the semi-grand partition function in z = exp((dmu-dmu0)/kT) have
|z|=1, and the slope of the B fraction x obeys dx/du <= 1/(4 sinh(u/2)^2),
u = ln z, for every size: a composition jump is possible only at dmu = dmu0.
For ordering alloys (w < 0) zeros leave the circle and the bound fails.
Energies are in millihartree (mHa); delta = dmu-dmu0; a = exp(-w/kT)."""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq
from scipy.special import gammaln

hartree = constants.physical_constants["Hartree energy"][0]
k_mha = 1000 * constants.k / hartree
temperature = 300.0
kT = k_mha * temperature
rng = np.random.default_rng(7)


def slope_bound(u):
    return 1 / (4 * np.sinh(u / 2) ** 2)


def composition_and_slope(log_coef, u):
    """x and dx/du from the mean and variance of the number of B atoms."""
    number = np.arange(len(log_coef))
    sites = len(log_coef) - 1
    expo = log_coef[None, :] + np.atleast_1d(u)[:, None] * number
    weight = np.exp(expo - expo.max(axis=1, keepdims=True))
    weight /= weight.sum(axis=1, keepdims=True)
    mean = weight @ number
    var = (weight * (number - mean[:, None]) ** 2).sum(axis=1)
    return mean / sites, var / sites


# --- Contraction of pair polynomials reproduces the three-site polynomial
a12, a23, a13 = sp.symbols("a12 a23 a13")
copies = sp.symbols("p1 q1 p2 q2 p3 q3")
p1, q1, p2, q2, p3, q3 = copies
site_z = sp.symbols("z1 z2 z3")
poly = sp.expand((1 + a12 * (p1 + p2) + p1 * p2)
                 * (1 + a23 * (q2 + p3) + q2 * p3)
                 * (1 + a13 * (q1 + q3) + q1 * q3))
for z_var, first, second in zip(site_z, (p1, p2, p3), (q1, q2, q3)):
    poly = sp.expand(poly.subs({first: 0, second: 0})
                     + z_var * sp.diff(poly, first, second))
direct = 0
for s in itertools.product((0, 1), repeat=3):
    term = sp.Integer(1)
    for i in range(3):
        term *= site_z[i] ** s[i]
    for i, j, a_sym in ((0, 1, a12), (1, 2, a23), (0, 2, a13)):
        if s[i] != s[j]:
            term *= a_sym
    direct += term
assert sp.expand(poly - direct) == 0

# --- Polydisc statement for random couplings on a complete graph of 8 sites:
# with seven variables inside the disc, the eighth must lie outside it
n_rand = 8
subsets = np.array(list(itertools.product((0, 1), repeat=n_rand)))
couplings = np.triu(rng.uniform(0, 0.6, (n_rand, n_rand)), 1)
unlike = subsets[:, :, None] != subsets[:, None, :]
cut_cost = (unlike * couplings).sum(axis=(1, 2))
points = (rng.uniform(0, 0.999, (500, n_rand))
          * np.exp(2j * np.pi * rng.uniform(size=(500, n_rand))))
points[:, -1] = 1
monomials = np.where(subsets[None] == 1, points[:, None, :], 1).prod(axis=2)
eighth_min = {}
for label, sign in (("clustering", 1), ("ordering", -1)):
    terms = monomials * np.exp(-sign * cut_cost)
    without = terms[:, subsets[:, -1] == 0].sum(axis=1)
    with_b = terms[:, subsets[:, -1] == 1].sum(axis=1)
    eighth_min[label] = np.abs(without / with_b).min()
assert eighth_min["clustering"] > 1
assert eighth_min["ordering"] < 1

# --- 4x4 periodic square lattice, enumerated from the raw pair energies
side = 4
n_sites = side * side
occ = (np.arange(2 ** n_sites)[:, None] >> np.arange(n_sites)) & 1
bonds = []
for r in range(side):
    for c in range(side):
        bonds.append((r * side + c, r * side + (c + 1) % side))
        bonds.append((r * side + c, ((r + 1) % side) * side + c))
number_b = occ.sum(axis=1)
e_aa, e_bb = -10.0, -7.0
e_ab = {"clustering": -7.5, "ordering": -9.5}
dmu0 = 0.5 * 4 * (e_bb - e_aa)
w = {name: value - (e_aa + e_bb) / 2 for name, value in e_ab.items()}
energy, coef, zeros = {}, {}, {}
for name in e_ab:
    table = np.array([[e_aa, e_ab[name]], [e_ab[name], e_bb]])
    energy[name] = sum(table[occ[:, i], occ[:, j]] for i, j in bonds)
    boltz = np.exp(-(energy[name] - len(bonds) * e_aa - dmu0 * number_b) / kT)
    coef[name] = np.bincount(number_b, weights=boltz)
    assert np.allclose(coef[name], coef[name][::-1], rtol=1e-9)
    zeros[name] = np.roots(coef[name])
    size = np.polyval(coef[name], np.abs(zeros[name]))
    assert np.all(np.abs(np.polyval(coef[name], zeros[name])) < 1e-9 * size)
circle_error = np.abs(np.abs(zeros["clustering"]) - 1).max()
assert circle_error < 1e-7

# Composition and slope: raw ensemble average against sums over the zeros
delta_test = 0.5
expo = -(energy["clustering"] - (dmu0 + delta_test) * number_b) / kT
prob = np.exp(expo - expo.max())
prob /= prob.sum()
x_raw = prob @ number_b / n_sites
slope_raw = prob @ (number_b - x_raw * n_sites) ** 2 / n_sites
u_test = delta_test / kT
z_test = np.exp(u_test)
zk = zeros["clustering"]
x_zeros = np.mean(z_test / (z_test - zk)).real
slope_zeros = -np.mean(z_test * zk / (z_test - zk) ** 2).real
assert abs(x_raw - x_zeros) < 1e-8
assert abs(slope_raw - slope_zeros) < 1e-7

# --- Ordering: zeros off the circle, slope bound broken
a_ord = np.exp(-w["ordering"] / kT)
c1_per_site = coef["ordering"][1] / n_sites
assert abs(c1_per_site / a_ord ** 4 - 1) < 1e-9 and c1_per_site > 1
smallest = np.abs(zeros["ordering"]).min()
assert smallest <= 1 / c1_per_site * (1 + 1e-8)
pair_zeros = np.sort(np.roots([1, 2 * a_ord, 1]).real)
pair_formula = -a_ord + np.array([-1, 1]) * np.sqrt(a_ord ** 2 - 1)
assert np.allclose(pair_zeros, pair_formula)
delta_ord = -4.0
x_ord, slope_ord = composition_and_slope(np.log(coef["ordering"]),
                                         delta_ord / kT)
bound_ord = slope_bound(delta_ord / kT)
assert slope_ord[0] > bound_ord

# Staggered potential: the same ordering alloy has its zeros on the circle
parity = np.array([(i // side + i % side) % 2 for i in range(n_sites)])
stagger = occ @ (1 - 2 * parity) + n_sites // 2
boltz = np.exp(-(energy["ordering"] - len(bonds) * e_aa
                 - dmu0 * number_b) / kT)
stag_coef = np.bincount(stagger, weights=boltz)
stag_error = np.abs(np.abs(np.roots(stag_coef / stag_coef.max())) - 1).max()
assert stag_error < 1e-7


# --- Larger lattice by transfer matrix, checked against the enumeration
def torus_coefficients(length, a):
    states = np.arange(2 ** length)
    bits = (states[:, None] >> np.arange(length)) & 1
    count = bits.sum(axis=1)
    in_row = (bits != np.roll(bits, 1, axis=1)).sum(axis=1)
    between = (bits[:, None, :] != bits[None, :, :]).sum(axis=2)
    step = a ** (between + in_row[None, :]).astype(float)
    total = length * length
    table = np.zeros((total + 1, len(states), len(states)))
    table[0] = np.eye(len(states))
    for _ in range(length):
        moved = table @ step
        table = np.zeros_like(moved)
        for s in states:
            table[count[s]:, :, s] = moved[:total + 1 - count[s], :, s]
    return np.trace(table, axis1=1, axis2=2)


angle = {}
delta_grid = np.concatenate([np.linspace(-12, -0.02, 600),
                             np.linspace(0.02, 12, 600)])
largest_ratio = 0.0
for temp in (300.0, 600.0):
    for length in (4, 6):
        c_lat = torus_coefficients(length, np.exp(-w["clustering"]
                                                  / (k_mha * temp)))
        if length == 4 and temp == temperature:
            assert np.allclose(c_lat, coef["clustering"], rtol=1e-9)
        roots = np.roots(c_lat)
        assert np.abs(np.abs(roots) - 1).max() < 1e-6
        angle[temp, length] = np.abs(np.angle(roots)).min()
        u_grid = delta_grid / (k_mha * temp)
        slopes = composition_and_slope(np.log(c_lat), u_grid)[1]
        largest_ratio = max(largest_ratio, (slopes / slope_bound(u_grid)).max())
assert largest_ratio <= 1 + 1e-9
scaled = {key: key[1] ** 2 * val / np.pi for key, val in angle.items()}
assert 0.9 < scaled[300.0, 6] / scaled[300.0, 4] < 1.1
assert scaled[600.0, 6] / scaled[600.0, 4] > 1.2

# --- Infinite-range alloy with two sublattices of m sites each:
# an unlike pair costs inside/m within and cross/m between sublattices
inside = 4.0


def infinite_range_log_coef(m, cross):
    n1, n2 = np.meshgrid(np.arange(m + 1), np.arange(m + 1), indexing="ij")
    cost = (inside * (n1 * (m - n1) + n2 * (m - n2))
            + cross * (n1 * (m - n2) + n2 * (m - n1))) / m
    ways = sum(gammaln(m + 1) - gammaln(n + 1) - gammaln(m - n + 1)
               for n in (n1, n2))
    result = np.full(2 * m + 1, -np.inf)
    np.logaddexp.at(result, (n1 + n2).ravel(), (ways - cost / kT).ravel())
    return result


def free_energy(x1, x2, delta, cross):
    mix = sum(x * np.log(x) + (1 - x) * np.log(1 - x) for x in (x1, x2))
    return (inside * (x1 * (1 - x1) + x2 * (1 - x2))
            + cross * (x1 * (1 - x2) + x2 * (1 - x1))
            - delta * (x1 + x2) + kT * mix)


def stationary(start, delta, cross):
    x1, x2 = start
    for _ in range(400):
        f1 = delta - inside * (1 - 2 * x1) - cross * (1 - 2 * x2)
        f2 = delta - inside * (1 - 2 * x2) - cross * (1 - 2 * x1)
        x1, x2 = 1 / (1 + np.exp(-f1 / kT)), 1 / (1 + np.exp(-f2 / kT))
    return x1, x2


cross_ord = -5.0


def phase_difference(delta):
    dilute = stationary((0.0, 0.0), delta, cross_ord)
    ordered = stationary((1.0, 0.0), delta, cross_ord)
    return (free_energy(*dilute, delta, cross_ord)
            - free_energy(*ordered, delta, cross_ord))


delta_jump = brentq(phase_difference, -5.3, -4.7, xtol=1e-11)
dilute = stationary((0.0, 0.0), delta_jump, cross_ord)
ordered = stationary((1.0, 0.0), delta_jump, cross_ord)
x_dilute, x_ordered = np.mean(dilute), np.mean(ordered)
grid = np.linspace(0.001, 0.999, 500)
g1, g2 = np.meshgrid(grid, grid)
lowest = free_energy(g1, g2, delta_jump, cross_ord).min()
assert lowest >= free_energy(*dilute, delta_jump, cross_ord) - 1e-8
assert x_ordered - x_dilute > 0.3

scan = np.linspace(-9, -1, 8001)
peak, peak_at, centre = {}, {}, {}
for m in (100, 200):
    slopes = composition_and_slope(infinite_range_log_coef(m, cross_ord),
                                   scan / kT)[1]
    peak[2 * m], peak_at[2 * m] = slopes.max(), scan[slopes.argmax()]
    log_c = infinite_range_log_coef(m, -cross_ord)
    slopes = composition_and_slope(log_c, delta_grid / kT)[1]
    assert np.all(slopes <= slope_bound(delta_grid / kT) * (1 + 1e-8))
    centre[2 * m] = composition_and_slope(log_c, 0.0)[1][0]
growth = (peak[400] - peak[200]) / 200
growth_limit = (x_ordered - x_dilute) ** 2 / 4
assert abs(growth / growth_limit - 1) < 0.03
assert abs(peak_at[400] - delta_jump) < 0.02
bound_jump = slope_bound(delta_jump / kT)
assert peak[200] > bound_jump
x_low = np.mean(stationary((0.0, 0.0), 0.0, -cross_ord))
x_high = np.mean(stationary((1.0, 1.0), 0.0, -cross_ord))
growth_centre = (centre[400] - centre[200]) / 200
assert abs(growth_centre / ((x_high - x_low) ** 2 / 4) - 1) < 0.03

print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} mHa")
print(f"e_AA = {e_aa:.1f} mHa, e_BB = {e_bb:.1f} mHa")
for name in e_ab:
    print(f"{name}: e_AB = {e_ab[name]:.1f} mHa, w = {w[name]:.1f} mHa")
print(f"dmu0 = {dmu0:.3f} mHa = {dmu0 * hartree / constants.e:.3f} meV")
print("random 8-site graph, smallest |eighth variable|:")
for name in eighth_min:
    print(f"  {name}: {eighth_min[name]:.4f}")
print("4x4 clustering alloy, 300 K:")
print(f"  a = {np.exp(-w['clustering'] / kT):.5f}")
print(f"  largest | |z|-1 | = {circle_error:.1e}")
print(f"  at delta = {delta_test:.1f} mHa: u = {u_test:.5f}")
print(f"  x from ensemble = {x_raw:.6f}, from zeros = {x_zeros:.6f}")
print(f"  dx/du ensemble = {slope_raw:.6f}, zeros = {slope_zeros:.6f}")
print(f"  bound on dx/du = {slope_bound(u_test):.6f}")
print("zero nearest z=1, clustering (angle in rad; N*angle/pi):")
for (temp, length), value in angle.items():
    print(f"  {temp:.0f} K, {length}x{length}: {value:.5f}; "
          f"{scaled[temp, length]:.4f}")
print(f"largest slope/bound on these lattices = {largest_ratio:.4f}")
print("4x4 ordering alloy, 300 K:")
print(f"  a = {a_ord:.5f}, c1/N = {c1_per_site:.4f}")
print(f"  smallest |z| = {smallest:.6f}, N/c1 = {1 / c1_per_site:.6f}")
print(f"  two-site zeros = {pair_zeros[0]:.5f}, {pair_zeros[1]:.5f}")
print(f"  at delta = {delta_ord:.1f} mHa: x = {x_ord[0]:.5f}")
print(f"  dx/du = {slope_ord[0]:.5f}, circle bound = {bound_ord:.5f}")
print(f"  staggered zeros: largest | |z|-1 | = {stag_error:.1e}")
print("infinite-range alloy, 300 K:")
print(f"  coupling inside = {inside:.1f} mHa, between = {cross_ord:.1f} mHa")
print(f"  jump at delta = {delta_jump:.5f} mHa")
print(f"  dmu at jump if dmu0 as above = {dmu0 + delta_jump:.5f} mHa")
print(f"  x dilute = {x_dilute:.5f}, x ordered = {x_ordered:.5f}")
print(f"  sublattice x in ordered phase = {ordered[0]:.5f}, {ordered[1]:.5f}")
for sites in (200, 400):
    print(f"  N = {sites}: largest dx/du = {peak[sites]:.3f} "
          f"at delta = {peak_at[sites]:.3f} mHa")
print(f"  growth per site = {growth:.5f}, jump^2/4 = {growth_limit:.5f}")
print(f"  circle bound at the jump = {bound_jump:.5f}")
print(f"control, coupling between = {-cross_ord:.1f} mHa, delta = 0:")
print(f"  x coexisting = {x_low:.6f}, {x_high:.6f}")
print(f"  dx/du at N = 200, 400: {centre[200]:.3f}, {centre[400]:.3f}")
print("all assertions hold")
```

Output:

```
temperature = 300 K, kT = 0.95004 mHa
e_AA = -10.0 mHa, e_BB = -7.0 mHa
clustering: e_AB = -7.5 mHa, w = 1.0 mHa
ordering: e_AB = -9.5 mHa, w = -1.0 mHa
dmu0 = 6.000 mHa = 163.268 meV
random 8-site graph, smallest |eighth variable|:
  clustering: 2.3457
  ordering: 0.0398
4x4 clustering alloy, 300 K:
  a = 0.34903
  largest | |z|-1 | = 1.3e-15
  at delta = 0.5 mHa: u = 0.52629
  x from ensemble = 0.987664, from zeros = 0.987664
  dx/du ensemble = 0.022459, zeros = 0.022459
  bound on dx/du = 3.528139
zero nearest z=1, clustering (angle in rad; N*angle/pi):
  300 K, 4x4: 0.20821; 1.0604
  300 K, 6x6: 0.09288; 1.0643
  600 K, 4x4: 0.45835; 2.3343
  600 K, 6x6: 0.34866; 3.9953
largest slope/bound on these lattices = 0.1217
4x4 ordering alloy, 300 K:
  a = 2.86504, c1/N = 67.3790
  smallest |z| = 0.002193, N/c1 = 0.014841
  two-site zeros = -5.54990, -0.18018
  at delta = -4.0 mHa: x = 0.24677
  dx/du = 0.09660, circle bound = 0.01529
  staggered zeros: largest | |z|-1 | = 1.2e-15
infinite-range alloy, 300 K:
  coupling inside = 4.0 mHa, between = -5.0 mHa
  jump at delta = -4.98680 mHa
  dmu at jump if dmu0 as above = 1.01320 mHa
  x dilute = 0.01439, x ordered = 0.49173
  sublattice x in ordered phase = 0.98345, 0.00000
  N = 200: largest dx/du = 11.345 at delta = -4.993 mHa
  N = 400: largest dx/du = 22.736 at delta = -4.990 mHa
  growth per site = 0.05696, jump^2/4 = 0.05696
  circle bound at the jump = 0.00531
control, coupling between = 5.0 mHa, delta = 0:
  x coexisting = 0.000077, 0.999923
  dx/du at N = 200, 400: 49.984, 99.969
all assertions hold
```
